\section*{Composing two twin rotations about different &lt;111&gt; axes}

\section*{Setting}

Three grains A, B and C of one face-centred cubic (fcc) metal share the same lattice parameter $a$. B is a twin of A: its lattice is that of A turned by $60^\circ$ about a $\langle111\rangle$ axis. C is in turn a twin of B, about a $\langle111\rangle$ axis of B.

Rotations are active. The matrix $R_1$ takes the components of a vector in the crystal axes of B to its components in the axes of A, and the relation between any other two grains is written in the same way. Relabelling the axes of a crystal by one of the 24 proper rotations $S$ of the cube changes nothing physical, so $R$ and $S_1RS_2$ are equivalent. Lattice sites are written in units of $a/2$: they are the integer vectors $(x,y,z)$ with $x+y+z$ even. The number $\Sigma$ is the index of the lattice of coincident sites in the crystal lattice, so that one site in $\Sigma$ is shared.

\section*{(a) One twin}

\textbf{Question.} Show that the twin rotation may be replaced by a half-turn about the same axis, and find its $\Sigma$.

\textbf{Answer.} Let $Q(n,\theta)$ be the turn by $\theta$ about the unit vector $n$. Turns about one axis add, so
\begin{equation}
Q(n,60^\circ)=Q(n,180^\circ)\,Q(n,-120^\circ).
\end{equation}
For $n\parallel\langle111\rangle$ the last factor is a symmetry of the cube and can be dropped. A half-turn keeps the part of a vector along $n$ and reverses the rest:
\begin{equation}
H(n)=2nn^{T}-1 .
\end{equation}
With $h=(1,1,1)$ and $n=h/\sqrt3$, a site $x$ goes to
\begin{equation}
Hx=\tfrac23(h\cdot x)\,h-x .
\end{equation}
This is an integer vector if and only if 3 divides $h\cdot x$.

The image must also have an even sum. For integers $k^2$ and $k$ have the same parity, so the sum of the components has the parity of $|x|^2$. A rotation keeps $|x|^2$, hence an integer image of an fcc site is again an fcc site. The residue of $h\cdot x$ modulo 3 takes all three values on the lattice, because $(1,1,0)$ gives 2 and its multiples give the rest. One site in three therefore satisfies the condition, and $\Sigma=3$.

\section*{(b) The order of the factors}

\textbf{Question.} Let the two axes be $n_1=[111]/\sqrt3$ and $n_2=[11\bar1]/\sqrt3$, the second given in the axes of B. Express the relation between A and C through $R_1=H(n_1)$ and $R_2=H(n_2)$. What changes if B is turned about the direction $n_2$ of A instead?

\textbf{Answer.} In the frame of A the second axis is $R_1n_2$. From the definition of $H$,
\begin{equation}
H(R_1n_2)=2R_1n_2n_2^{T}R_1^{T}-1=R_1H(n_2)R_1^{T}.
\end{equation}
This turn acts on a crystal already oriented by $R_1$, so
\begin{equation}
R=H(R_1n_2)\,R_1=R_1R_2R_1^{T}R_1=R_1R_2 .
\end{equation}

If the axis is $n_2$ of A, the step from B to C, in the axes of B, is $R_1^{T}R_2R_1=H(R_1^{T}n_2)$. Since $n_1\cdot n_2=(1+1-1)/3=1/3$,
\begin{equation}
\sqrt3\,R_1^{T}n_2=\tfrac23(1,1,1)-(1,1,-1)=\tfrac13(-1,-1,5).
\end{equation}
This is a half-turn about a $\langle115\rangle$ axis, with $h=(-1,-1,5)$ and $|h|^2=27$. The image $2(h\cdot x)h/27-x$ is an integer vector if 27 divides $h\cdot x$, and not otherwise, because $h$ has components of size 1. The site $(1,1,0)$ gives $-2$, whose multiples run through all residues modulo 27. The step has $\Sigma=27$, so C would not be a twin of B.

The relation of A to C would then be $R_2R_1=(R_1R_2)^{T}$, the inverse of the one above, with the same angle. The product $R_1R_2=R_1^{T}R_2$ also has a second meaning: it relates two different twins of one parent grain that grow until they touch.

\section*{(c) The smallest equivalent rotation}

\textbf{Question.} Find the angle and axis of $R_1R_2$, and then the equivalent rotation of smallest angle.

\textbf{Answer.} Let $u=[1\bar10]/\sqrt2$, which is perpendicular to both axes. Each half-turn reverses $u$, so the product leaves it fixed. In the plane normal to $u$, a half-turn about an axis at azimuth $\varphi$ acts as a reflection, $\psi\to2\varphi-\psi$. With $R_2$ acting first,
\begin{equation}
\psi\;\to\;2\varphi_2-\psi\;\to\;2\varphi_1-2\varphi_2+\psi .
\end{equation}
The product is a turn by twice the angle $\alpha$ between the axes. Here $\cos\alpha=1/3$, so $\alpha=70.53^\circ$ and
\begin{equation}
\cos2\alpha=2\cdot\tfrac19-1=-\tfrac79,\qquad 2\alpha=141.06^\circ .
\end{equation}
The matrices agree:
\begin{align}
R_1R_2&=\frac19
\begin{pmatrix}-1&2&2\\2&-1&2\\2&2&-1\end{pmatrix}
\begin{pmatrix}-1&2&-2\\2&-1&-2\\-2&-2&-1\end{pmatrix}\nonumber\\
&=\frac19\begin{pmatrix}1&-8&-4\\-8&1&-4\\4&4&-7\end{pmatrix},
\end{align}
with trace $-5/9=1+2(-7/9)$.

A half-turn about $\langle110\rangle$ is a symmetry of the cube. The one about $u$ sends $(x,y,z)$ to $(-y,-x,-z)$. Multiplying by it on the right exchanges the first two columns and reverses the sign of all three:
\begin{equation}
D=R_1R_2H(u)=\frac19\begin{pmatrix}8&-1&4\\-1&8&4\\-4&-4&7\end{pmatrix}.
\end{equation}
Both factors turn about $u$, so the total is $141.06^\circ+180^\circ$, which is the same as $-38.94^\circ$. The trace confirms it: $\cos\theta=(23/9-1)/2=7/9$.

To see that no equivalent rotation is smaller, note that $\mathrm{tr}(S_1DS_2)=\mathrm{tr}(DS_2S_1)$, so it suffices to examine $DS$ for the 24 matrices $S$. Each $S$ has a single entry $\pm1$ in every row and column, so the trace of $DS$ is a sum of three entries of $D$, one from each row, with signs. The entries of largest size in the rows are $8/9$, $8/9$ and $7/9$, each occurring once in its row, and they already stand on the diagonal with positive sign. Every $S\neq1$ therefore gives a smaller trace and a larger angle; the next one is $67.11^\circ$. The smallest rotation is $38.94^\circ$ about a $\langle110\rangle$ axis.

\section*{(d) The coincidence index}

\textbf{Question.} Find $\Sigma$ for the relation between A and C.

\textbf{Answer.} $Dx$ is an integer vector if three sums vanish modulo 9. Put $q=x+y-4z$. Then
\begin{align}
8x-y+4z&=-q+9x,\\
-x+8y+4z&=-q+9y,\\
-4x-4y+7z&=-4q-9z .
\end{align}
The three conditions are one condition, $q\equiv0\pmod 9$. On fcc sites $q$ takes all residues, since $(1,1,0)$ gives 2, which has no factor in common with 9. The parity argument of (a) again ensures that integer images are lattice sites. One site in nine coincides: $\Sigma=9$.

\section*{(e) Other choices of axes}

\textbf{Question.} Does the result depend on which $\langle111\rangle$ axes are chosen, or on the sense of the $60^\circ$ turns?

\textbf{Answer.} A change of sense multiplies a half-turn by a cube symmetry. One standing between the two factors can be moved to the right,
\begin{equation}
R_1S\,H(n_2)=R_1H(Sn_2)\,S ,
\end{equation}
where it drops out. What remains is again a product of half-turns about two $\langle111\rangle$ lines, and there are two cases.

If the lines coincide, $H(n_1)^2=1$: the second twin restores the orientation of A, and $\Sigma=1$. If they differ, their cosine is $\pm1/3$. The sign is immaterial because $H(-n)=H(n)$, and the common normal is a $\langle110\rangle$ direction. The cube symmetries carry any such pair of lines into any other, so the result of (c) and (d) holds for all of them.

Of the 24 products $R_1SR_1$, 6 have $\Sigma=1$ and 18 have $\Sigma=9$. If a growing grain chose among its four $\langle111\rangle$ lines with equal chance, a quarter of the second twins would return to the parent orientation.

\section*{(f) Imperfect twins}

\textbf{Question.} The two twins deviate from the ideal relation by small angles $d_1$ and $d_2$. How far can the relation of A to C be from the ideal one? The Brandon criterion, a convention, accepts a boundary as $\Sigma$ if it deviates by at most $15^\circ/\sqrt\Sigma$. Do two twins accepted as $\Sigma=3$ ensure that the third boundary is accepted as $\Sigma=9$?

\textbf{Answer.} With small rotations $\delta_1,\delta_2$,
\begin{equation}
R_1\delta_1R_2\delta_2=R_1R_2\,(R_2^{T}\delta_1R_2)\,\delta_2 .
\end{equation}
The bracket is a turn by $d_1$ about a new axis. Two turns about unit vectors $p$ and $r$ combine to an angle $\omega$ with
\begin{align}
\cos\tfrac{\omega}{2}&=\cos\tfrac{d_1}2\cos\tfrac{d_2}2-p\cdot r\,\sin\tfrac{d_1}2\sin\tfrac{d_2}2\nonumber\\
&\ge\cos\tfrac{d_1+d_2}2 ,
\end{align}
because $p\cdot r\le1$. Hence $\omega\le d_1+d_2$, with equality for $p=r$. Since $R_2u=-u$, this happens when $\delta_1$ turns about $-u$ and $\delta_2$ about $u$.

The limits are $8.66^\circ$ for $\Sigma=3$ and $5.00^\circ$ for $\Sigma=9$. Take $d_1=d_2=3^\circ$ in this worst arrangement. Both twins are accepted, but the third relation is a turn of $38.94^\circ-6^\circ=32.94^\circ$ about $\langle110\rangle$. Its distance from the nearest of all equivalent $\Sigma=9$ relations is $6.00^\circ$, so it is rejected as $\Sigma=9$. The composition law holds for the rotations, not for labels assigned with a tolerance.

\section*{(g) Lengths in a metal line}

\textbf{Question.} Take $a=0.36$~nm and grains of 100~nm. Find the coincidence cell and the repeat cell of the boundary that contains the axis $u$ of (c) and is a $\{221\}$ plane in both crystals. Then estimate how many boundary dislocations one grain length holds if each twin is off by $0.5^\circ$, or if the grains differ by a thermal strain.

\textbf{Answer.} The primitive fcc cell has volume $a^3/4=0.01166$~nm$^3$, and the coincidence cell is nine times larger, $0.105$~nm$^3$.

The plane normal to $(2,2,1)$ in the axes of C contains $u$, and since $D(2,2,1)=(2,2,-1)$, it is of type $\{221\}$ on both sides. Its sites obey $z=-2(x+y)$, so $z$ is even and $x+y=2m$ must be even too. Then $q=2m+16m=18m$: every site of this plane through the origin is a coincidence site. These sites are spanned by $(1,-1,0)$ and $(1,1,-4)$, which are perpendicular, with lengths
\begin{equation}
\frac a2\sqrt2=0.2546\ \text{nm},\qquad \frac a2\sqrt{18}=0.7637\ \text{nm},
\end{equation}
and the repeat area is $3a^2/2=0.1944$~nm$^2$.

A boundary dislocation may have as its Burgers vector any difference $v/9$ between sites of the two crystals. By the sums in (d), $v\equiv t(1,1,4)\pmod9$ with integer $t$, so $|v|^2\equiv18t^2\equiv0\pmod9$. The columns of $9D$ have odd sums, so $v$ has an even sum and $|v|^2$ is even. Thus $|v|^2$ is a multiple of 18. The value 18 is reached by $(1,1,4)$, since every $v$ with this residue and an even sum occurs. The shortest vector is
\begin{equation}
b=\frac a2\,\frac{\sqrt{18}}9=\frac{\sqrt2}{6}\,a=0.0849\ \text{nm}.
\end{equation}

In the worst arrangement the two $0.5^\circ$ errors add to $1.00^\circ$. Any common axis does this; we take the case of (f), where the extra turn is about $u$. For other axes the gap below in general has a part in the boundary plane, and the counts differ. Along 100~nm perpendicular to the axis of this extra turn, the two lattices drift apart by $2\sin(0.5^\circ)\times100$~nm $=1.745$~nm. The gap is perpendicular to the line along which it opens, so in a boundary that contains the axis $u$ it is normal to the boundary. The shortest vector points along $(1,1,4)$ in the axes of A. It is normal to the boundary with that plane, which is of type $\{114\}$ on both sides because $D^{T}(1,1,4)=(-1,-1,4)$. There, dislocations with the shortest vector can take up the whole gap: $1.745/0.0849\approx21$ of them, about 4.9~nm apart.

In the $\{221\}$ boundary, whose normal in the axes of A is $(2,2,-1)$, the shortest vector lies in the plane and cannot close this gap. The shortest vector along the normal has $v=(4,4,-2)$, since $v$ must have an even sum, and its length is $a/3=0.12$~nm. The number is then $1.745/0.12\approx15$.

A uniform strain common to both grains moves coincident sites together and destroys no coincidence; a difference in strain along the boundary takes sites in it out of coincidence. An expansion mismatch between metal and substrate of $14\times10^{-6}$~K$^{-1}$ over 300~K gives a strain of $0.42\,\%$. Free grains of one cubic metal expand alike, and grains on one substrate share the strain along it; they differ only in their response to the stress. The full value is taken here only as a scale for the difference. A difference in stretch of this size opens a gap of 0.42~nm along 100~nm of boundary, parallel to the boundary. In the $\{221\}$ boundary, along the direction $(1,1,4)$ of A, the shortest vector can take it up with about 5 dislocations; each of them also carries a step in the boundary plane, of at least $a/3$. This number is not a bound, because copper is elastically anisotropic. Take a purely elastic film with $C_{11}\approx168$, $C_{12}\approx121$, $C_{44}\approx75$~GPa, each grain responding freely. The difference in stretch along $(1,1,4)$ then vanishes by mirror symmetry if the boundary stands upright and reaches about 1.2 times the mismatch for inclined boundaries, while opposite shears of the two grains can open a gap normal to the boundary of up to about twice the mismatch. Plastic relaxation and the constraint of neighbouring grains are left out.

These parameters are rough values in the regime of copper interconnect lines. Perfect alignment of the twins is an idealisation: for the $0.5^\circ$ errors assumed here, the $38.94^\circ$ relation shifts by up to $1^\circ$, well inside the $5^\circ$ limit. Nothing above gives the electron transmission of the boundary. That depends also on the boundary plane and on the relaxed atomic positions, which the rotation does not determine.

\section*{Calculated quantities}
\begin{verbatim}
single twin, smallest angle: 60.00 degrees
single twin, sigma: 3
angle between the two <111> axes: 70.5288 degrees
angle of R1 R2 before reduction: 141.0576 degrees
smallest equivalent angle: 38.9424 degrees
next smallest equivalent angle: 67.1146 degrees
sorted |axis| components: [0.     0.7071 0.7071]
9 R1 R2 = [[1, -8, -4], [-8, 1, -4], [4, 4, -7]]
9 D = [[8, -1, 4], [-1, 8, 4], [-4, -4, 7]]
composed relation, sigma: 9
of 24 products R1 S R1: sigma 1: 6, sigma 9: 18
half-turn of B about old axis of A, sigma: 27
lattice parameter a (rough): 0.36 nm
grain size (rough): 100 nm
fcc primitive cell: 0.01166 nm^3
coincidence primitive cell: 0.10498 nm^3
{221} boundary period along tilt axis: 0.2546 nm
{221} boundary period across tilt axis: 0.7637 nm
{221} boundary repeat area: 0.1944 nm^2
Brandon limit, sigma 3: 8.66 degrees
Brandon limit, sigma 9: 5.00 degrees
small deviation of each twin: 0.5 degrees
resulting worst deviation from sigma 9: 1.00 degrees
larger deviation of each twin: 3.0 degrees
resulting worst deviation from sigma 9: 6.00 degrees
shortest boundary dislocation vector: 0.0849 nm
closure gap over one grain, small deviation: 1.745 nm
dislocations per grain, small deviation: 20.6
dislocation spacing, small deviation: 4.86 nm
expansion mismatch (rough): 14e-6 per K
cool-down (rough): 300 K
thermal strain, upper size: 0.42 percent
dislocations per grain from that strain: 4.9
\end{verbatim}
